**Kissinger's relation tested on simulated deprotection peaks**

For first-order loss with rate constant $A\exp(-E/k_BT)$ and constant heating rate $\beta$, the peak-rate temperature $T_p$ obeys $\ln(\beta/T_p^2)=\ln(Ak_B/E)-E/(k_BT_p)$. Here $E$ is the barrier per event, $A$ the prefactor and $k_B$ Boltzmann's constant. The program integrates the rate law at five heating rates, finds each maximum without using the peak condition, and asserts that the fitted line returns the barrier and prefactor put in, 1.50 eV and $3.0\times10^{14}$ s⁻¹. It also asserts the closed formulas for $T_p$ and for the conversion at the peak, the independence of $T_p$ from a start below it, and the absence of an interior peak for a start above it. Further simulations show apparent barriers of 1.436 eV with thermal lag, 1.538 eV with a prefactor proportional to temperature, 1.494 eV with a spread of barriers and 1.416 eV with autocatalysis. Second-order kinetics changes the apparent barrier by only 0.002 eV, so a straight plot does not establish first order. The lag, spread and autocatalysis parameters are illustrative and not measured.

## Check in Python

```python
"""Kissinger's relation for first-order deprotection under linear heating.

Result under test: if the protected fraction u obeys du/dt = -k(T) u with
k(T) = A exp(-E/(kB T)) and T rises at the constant rate beta, the rate of
deprotection peaks at Tp with
    ln(beta/Tp^2) = ln(A kB/E) - E/(kB Tp).
E: barrier (eV), A: prefactor (1/s), kB: Boltzmann constant (eV/K),
beta: heating rate (K/s), Tp: peak-rate temperature (K).
Peaks are located on numerically integrated rate curves, without use of
the peak condition, and are then compared with the derived formulas.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.hermite_e import hermegauss
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import exp1, lambertw

kB = const.k / const.e
E = 1.50
A = 3.0e14
rates_per_min = np.array([2.0, 5.0, 10.0, 15.0, 20.0])
betas = rates_per_min / 60.0
T_room = 300.0
T_end = 505.0


def k_first(T):
    return A * np.exp(-E / (kB * T))


def integrate(beta, time_derivative, y0, T_start, T_stop, max_step=np.inf):
    """Integrate the state against the programmed temperature."""
    run = solve_ivp(lambda T, y: time_derivative(T, y) / beta,
                    (T_start, T_stop), y0, method="DOP853",
                    rtol=1e-10, atol=1e-13, dense_output=True,
                    max_step=max_step)
    assert run.success
    return run.sol


def find_peak(beta, time_derivative, rate, y0, T_start=T_room,
              max_step=np.inf):
    """Return the temperature of the largest rate and the state there."""
    state = integrate(beta, time_derivative, y0, T_start, T_end, max_step)
    grid = np.arange(T_start, T_end, 0.25)
    guess = grid[np.argmax(rate(grid, state(grid)))]
    window = guess + np.linspace(-4.0, 4.0, 33)
    curve = Polynomial.fit(window, np.log(rate(window, state(window))), 7)
    roots = curve.deriv().roots()
    T_peak = float(np.real(roots[np.argmin(abs(roots - guess))]))
    return T_peak, state(T_peak)


def one_state_peak(beta, loss, T_start=T_room):
    """Peak for a law du/dt = -loss(T, u)."""
    return find_peak(beta, lambda T, y: -loss(T, y),
                     lambda T, y: loss(T, y[0]), [1.0], T_start)


def peaks_of(loss):
    return np.array([one_state_peak(b, loss)[0] for b in betas])


def kissinger_fit(T_peaks):
    """Barrier, prefactor and largest residual of the straight line."""
    x, y = 1.0 / T_peaks, np.log(betas / T_peaks**2)
    slope, intercept = np.polyfit(x, y, 1)
    barrier = -slope * kB
    residual = np.max(abs(y - slope * x - intercept))
    return barrier, np.exp(intercept) * barrier / kB, residual


def first_order(T, u):
    return k_first(T) * u


# ---- ideal first-order runs
results = [one_state_peak(b, first_order) for b in betas]
Tp = np.array([r[0] for r in results])
alpha_p = np.array([1.0 - r[1][0] for r in results])
E_fit, A_fit, residual = kissinger_fit(Tp)
T_mid = Tp.mean()

x_formula = 2 * np.real(lambertw(0.5 * np.sqrt(A * E / (kB * betas))))
Tp_formula = E / (kB * x_formula)
exponent = x_formula - x_formula**2 * np.exp(x_formula) * exp1(x_formula)
alpha_formula = 1.0 - np.exp(-exponent)
alpha_short = 1.0 - np.exp(-(1.0 - 2.0 / x_formula))
E_plain = -kB * np.polyfit(1.0 / Tp, np.log(betas), 1)[0]

print(f"Barrier put in: {E:.2f} eV; prefactor put in: {A:.1e} 1/s")
print(f"Start temperature: {T_room:.0f} K")
for i, b in enumerate(rates_per_min):
    print(f"beta {b:4.0f} K/min: Tp {Tp[i]:.2f} K, "
          f"1000/Tp {1000 / Tp[i]:.5f} 1/K, "
          f"ln(beta/Tp^2) {np.log(betas[i] / Tp[i]**2):.4f} "
          f"(beta in K/s), conversion {alpha_p[i]:.4f}")
print(f"E/(kB Tp) at 10 K/min: {x_formula[2]:.3f}")
print(f"Rate constant at that peak: {k_first(Tp[2]):.5f} 1/s")
print(f"Short formula for that conversion: {alpha_short[2]:.4f}")
print(f"Fitted Kissinger slope: {-E_fit / kB:.1f} K")
print(f"Fitted barrier: {E_fit:.5f} eV")
print(f"Fitted barrier, molar: {E_fit * const.e * const.N_A / 1e3:.2f} kJ/mol")
print(f"Fitted prefactor: {A_fit:.4e} 1/s")
print(f"Largest residual from the line: {residual:.1e}")
print(f"Barrier from plain ln(beta) plot: {E_plain:.4f} eV")
print(f"Mean peak temperature: {T_mid:.2f} K; "
      f"2 kB T there: {2 * kB * T_mid:.4f} eV")

assert np.max(abs(Tp - Tp_formula)) < 1e-3
assert np.max(abs(alpha_p - alpha_formula)) < 1e-4
assert np.max(abs(alpha_p - alpha_short)) < 2.5e-3
assert abs(E_fit - E) < 2e-5
assert abs(A_fit / A - 1.0) < 1e-3
assert residual < 1e-5
assert abs(E_plain - E - 2 * kB * T_mid) < 2e-3

# ---- start temperature, single maximum, and a start above the peak
Tp_late = one_state_peak(betas[2], first_order, T_start=430.0)[0]
print(f"Tp at 10 K/min when started at 430 K: {Tp_late:.2f} K")
assert abs(Tp_late - Tp[2]) < 1e-3


def rate_curve(T_start, T_stop):
    state = integrate(betas[2], lambda T, y: -first_order(T, y),
                      [1.0], T_start, T_stop)
    T = np.linspace(T_start, T_stop, 200)
    return first_order(T, state(T)[0])


signs = np.sign(np.diff(rate_curve(T_room, 490.0)))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1
assert np.all(np.diff(rate_curve(480.0, 500.0)) < 0)

# ---- second-order kinetics: the line is only approximate
E_second, _, _ = kissinger_fit(peaks_of(lambda T, u: k_first(T) * u**2))
print(f"Second-order law, apparent barrier: {E_second:.4f} eV")
assert 0.001 < E_second - E < 0.003

# ---- prefactor proportional to temperature, equal to A at T_mid
E_linear, _, _ = kissinger_fit(
    peaks_of(lambda T, u: k_first(T) * (T / T_mid) * u))
print(f"Prefactor proportional to T, apparent barrier: {E_linear:.4f} eV")
assert abs(E_linear - E - kB * T_mid) < 2e-3

# ---- wafer lagging behind the stage, without and with reaction heat
wafer_thickness, gap = 725e-6, 100e-6      # m
silicon_density, silicon_heat = 2330.0, 850.0   # kg/m^3, J/(kg K), rough
air_conductivity = 0.035                   # W/(m K), rough
film_thickness, film_density = 1000e-9, 1200.0  # m, kg/m^3
reaction_heat = 3.0e5                      # J/kg, rough, released
wafer_capacity = silicon_density * silicon_heat * wafer_thickness
lag_time = wafer_capacity * gap / air_conductivity
heat_rise = film_thickness * film_density * reaction_heat / wafer_capacity


def stage_peak(beta, rise):
    """Stage reading at the peak; state is (u, stage minus film temp.).

    The step is held to one lag time, well inside the stability limit
    of the explicit integrator, so that its interpolation stays smooth.
    """
    def rate(T_stage, y):
        return first_order(T_stage - y[1], y[0])

    def change(T_stage, y):
        r = rate(T_stage, y)
        return np.array([-r, beta - y[1] / lag_time - rise * r])

    return find_peak(beta, change, rate, [1.0, 0.0],
                     max_step=beta * lag_time)[0]


Tp_lag = np.array([stage_peak(b, 0.0) for b in betas])
Tp_heat = np.array([stage_peak(b, heat_rise) for b in betas])
E_lag, A_lag, _ = kissinger_fit(Tp_lag)
E_heat, _, _ = kissinger_fit(Tp_heat)
lag_deviation = np.max(abs(Tp_lag - Tp - betas * lag_time))
print(f"Film {film_thickness * 1e9:.0f} nm, wafer "
      f"{wafer_thickness * 1e6:.0f} um, air gap {gap * 1e6:.0f} um")
print(f"Thermal lag time of wafer: {lag_time:.2f} s")
print(f"Lag of wafer at 20 K/min: {Tp_lag[-1] - Tp[-1]:.2f} K")
print(f"Largest deviation of stage reading from Tp + beta*lag time: "
      f"{lag_deviation:.1e} K")
print(f"With lag, apparent barrier: {E_lag:.4f} eV")
print(f"Reaction heat, {reaction_heat / 1e3:.0f} J/g: "
      f"largest possible wafer rise {heat_rise:.2f} K")
print(f"Barrier change by reaction heat: {1e3 * (E_heat - E_lag):.3f} meV")
assert lag_deviation < 1e-3
assert E_lag < E
assert abs(E_heat - E_lag) < 0.1 * abs(E_lag - E)

# ---- Gaussian spread of barriers
spread = 0.02


def spread_barrier(nodes):
    z, w = hermegauss(nodes)
    w = w / w.sum()
    barriers = E + spread * z

    def change(T, y):
        return -A * np.exp(-barriers / (kB * T)) * y

    def total_rate(T, y):
        return w @ (A * np.exp(-barriers[:, None] / (kB * T)) * y)

    found = [find_peak(b, change, total_rate, np.ones(nodes))[0]
             for b in betas]
    return kissinger_fit(np.array(found))[0]


E_spread = spread_barrier(15)
print(f"Barrier spread {spread:.2f} eV (standard deviation), "
      f"apparent barrier: {E_spread:.4f} eV")
assert abs(E_spread - spread_barrier(11)) < 1e-3

# ---- autocatalysis by the phenol groups formed
E_auto = 1.20
A_auto = k_first(Tp[2]) * np.exp(E_auto / (kB * Tp[2]))


def autocatalytic(T, u):
    k_auto = A_auto * np.exp(-E_auto / (kB * T))
    return (k_first(T) + k_auto * (1.0 - u)) * u


Tp_cat = peaks_of(autocatalytic)
E_cat, A_cat, _ = kissinger_fit(Tp_cat)
print(f"Autocatalytic channel: barrier {E_auto:.2f} eV, "
      f"prefactor {A_auto:.2e} 1/s")
print(f"Autocatalysis, Tp at 10 K/min: {Tp_cat[2]:.2f} K")
print(f"Autocatalysis, apparent barrier: {E_cat:.4f} eV")
assert E_auto < E_cat < E
assert Tp_cat[2] < Tp[2]

# ---- independent reading errors of the peak temperatures
reading_error = 0.5
shifts = []
for i in range(len(Tp)):
    moved = Tp.copy()
    moved[i] += reading_error
    shifts.append(kissinger_fit(moved)[0] - E_fit)
E_error = np.sqrt(np.sum(np.square(shifts)))
print(f"Reading error {reading_error:.1f} K per peak: "
      f"standard error of barrier {E_error:.3f} eV")

# ---- extrapolation to the temperature of use
T_bake, bake_time = 383.0, 60.0
k_bake = k_first(T_bake)
lost = -np.expm1(-k_bake * bake_time)


def extrapolation_factor(barrier, prefactor):
    return prefactor * np.exp(-barrier / (kB * T_bake)) / k_bake


print(f"Bake: {T_bake:.0f} K for {bake_time:.0f} s")
print(f"Uncatalysed rate constant at bake: {k_bake:.2e} 1/s")
print(f"Fraction deprotected without acid in bake: {lost:.2e}")
print(f"Extrapolated/true rate constant, line with lag: "
      f"{extrapolation_factor(E_lag, A_lag):.2f}")
print(f"Extrapolated/true first-order rate constant, "
      f"autocatalytic line: {extrapolation_factor(E_cat, A_cat):.2f}")
assert abs(extrapolation_factor(E_fit, A_fit) - 1.0) < 1e-3

print("ALL CHECKS PASSED")
```

Output:

```
Barrier put in: 1.50 eV; prefactor put in: 3.0e+14 1/s
Start temperature: 300 K
beta    2 K/min: Tp 444.45 K, 1000/Tp 2.24999 1/K, ln(beta/Tp^2) -15.5949 (beta in K/s), conversion 0.6142
beta    5 K/min: Tp 454.56 K, 1000/Tp 2.19993 1/K, ln(beta/Tp^2) -14.7236 (beta in K/s), conversion 0.6138
beta   10 K/min: Tp 462.51 K, 1000/Tp 2.16211 1/K, ln(beta/Tp^2) -14.0651 (beta in K/s), conversion 0.6135
beta   15 K/min: Tp 467.29 K, 1000/Tp 2.13999 1/K, ln(beta/Tp^2) -13.6802 (beta in K/s), conversion 0.6133
beta   20 K/min: Tp 470.74 K, 1000/Tp 2.12431 1/K, ln(beta/Tp^2) -13.4072 (beta in K/s), conversion 0.6132
E/(kB Tp) at 10 K/min: 37.635
Rate constant at that peak: 0.01356 1/s
Short formula for that conversion: 0.6120
Fitted Kissinger slope: -17406.8 K
Fitted barrier: 1.50000 eV
Fitted barrier, molar: 144.73 kJ/mol
Fitted prefactor: 3.0000e+14 1/s
Largest residual from the line: 5.6e-10
Barrier from plain ln(beta) plot: 1.5788 eV
Mean peak temperature: 459.91 K; 2 kB T there: 0.0793 eV
Tp at 10 K/min when started at 430 K: 462.51 K
Second-order law, apparent barrier: 1.5017 eV
Prefactor proportional to T, apparent barrier: 1.5384 eV
Film 1000 nm, wafer 725 um, air gap 100 um
Thermal lag time of wafer: 4.10 s
Lag of wafer at 20 K/min: 1.37 K
Largest deviation of stage reading from Tp + beta*lag time: 2.5e-08 K
With lag, apparent barrier: 1.4361 eV
Reaction heat, 300 J/g: largest possible wafer rise 0.25 K
Barrier change by reaction heat: 0.410 meV
Barrier spread 0.02 eV (standard deviation), apparent barrier: 1.4936 eV
Autocatalytic channel: barrier 1.20 eV, prefactor 1.61e+11 1/s
Autocatalysis, Tp at 10 K/min: 458.90 K
Autocatalysis, apparent barrier: 1.4155 eV
Reading error 0.5 K per peak: standard error of barrier 0.038 eV
Bake: 383 K for 60 s
Uncatalysed rate constant at bake: 5.48e-06 1/s
Fraction deprotected without acid in bake: 3.29e-04
Extrapolated/true rate constant, line with lag: 1.25
Extrapolated/true first-order rate constant, autocatalytic line: 1.97
ALL CHECKS PASSED
```
